# Elastic-wave scattering at a welded interface and its energy balance

## Result

Two isotropic, lossless elastic half-spaces are welded at $z=0$, with medium 1 at $z<0$ and medium 2 at $z>0$. A longitudinal (L) or vertically polarized shear (SV) wave incident from medium 1 with unit amplitude produces two reflected and two transmitted waves. Their amplitudes $A_j$ solve a $4\times4$ linear system and satisfy

$$
\sum_{j=1}^{4}\rho_jc_j^2\,\mathrm{Re}(q_j)|A_j|^2=\rho_ic_i^2q_i ,\qquad q_j=\sqrt{1/c_j^2-p^2}. \tag{1}
$$

Here $\rho$ is density, $c$ the wave speed, $p$ the slowness along the interface, $q$ the normal slowness, and $i$ the incident wave. Beyond a critical angle $q_j$ is imaginary. That wave still enters the boundary equations, but its term in (1) is zero. Exact grazing incidence is excluded because the incident normal flux vanishes there.

## Modes and boundary equations

All fields vary as $e^{i\omega(px-t)}$ with real $p$ and $\omega>0$. Welding makes $p$ common to all waves, since the boundary conditions must hold at every $x$. For slowness vector $\mathbf k=(p,k_z)$, the elastic wave equation is

$$
\rho\mathbf u=(\lambda+\mu)\mathbf k(\mathbf k\cdot\mathbf u)+\mu(\mathbf k\cdot\mathbf k)\mathbf u ,
$$

with Lamé constants $\lambda,\mu$. If $\mathbf u\parallel\mathbf k$, then $\mathbf k\cdot\mathbf k=\rho/(\lambda+2\mu)=1/c_L^2$. If $\mathbf k\cdot\mathbf u=0$, then $\mathbf k\cdot\mathbf k=\rho/\mu=1/c_T^2$. Hence $k_z=sq$, with $s=+1$ for travel or decay towards positive $z$ and $s=-1$ for the opposite. The displacement vectors are

$$
\mathbf u_L=c_L(p,\,sq_L),\qquad \mathbf u_T=c_T(sq_T,\,-p).
$$

A small loss fixes the square root. A travelling wave must decay along its path, so $1/c$, and with it $q^2$, acquires a small positive imaginary part. The outgoing root then has $\mathrm{Im}\,q>0$. In the lossless limit $q=i\kappa$ with $\kappa>0$ beyond the critical angle.

Divide the tractions by $i\omega$, so that $\boldsymbol\sigma=i\omega\boldsymbol\tau$:

$$
\tau_x=\mu(k_zu_x+pu_z),\qquad \tau_z=\lambda pu_x+(\lambda+2\mu)k_zu_z .
$$

For L, $\tau_x=2\mu c_Lpsq_L$. Using $q_L^2=1/c_L^2-p^2$,

$$
\tau_z=c_L[\lambda(p^2+q_L^2)+2\mu q_L^2]
=c_L\left[\frac{\lambda+2\mu}{c_L^2}-2\mu p^2\right]=c_Lg,
\qquad g=\rho-2\mu p^2 .
$$

For SV, $\tau_x=\mu c_T(q_T^2-p^2)=c_Tg$. The $\lambda$ terms cancel in $\tau_z$, leaving $-2\mu c_Tpsq_T$. Thus

$$
\boldsymbol\tau_L=c_L(2\mu psq_L,\,g),\qquad
\boldsymbol\tau_T=c_T(g,\,-2\mu psq_T).
$$

Let $\mathbf w=(u_x,u_z,\tau_x,\tau_z)^T$. Continuity of displacement and traction gives

$$
\left[\mathbf w_{L1}^-,\ \mathbf w_{T1}^-,\ -\mathbf w_{L2}^+,\ -\mathbf w_{T2}^+\right]
\begin{pmatrix}r_L\\r_T\\t_L\\t_T\end{pmatrix}
=-\mathbf w_i^+ . \tag{2}
$$

Superscripts give $s$. For SV incidence the right side is $-c_{T1}(q_{T1},-p,g_1,-2\mu_1pq_{T1})^T$. The algorithm is to choose $p$, form the four roots with $\mathrm{Im}\,q\ge0$, build the columns, solve (2), and weight the amplitudes as in (1).

At normal incidence $p=0$ and L and SV decouple. For either wave, with $Z=\rho c$, continuity reads $1-r=t$ and $Z_1(1+r)=Z_2t$, the sign of $r$ following from the mode vectors. This gives $t=2Z_1/(Z_1+Z_2)$ and a transmitted flux fraction $Z_2t^2/Z_1=4Z_1Z_2/(Z_1+Z_2)^2$. The equations are the same for both waves because the displacement, $u_z$ for L and $u_x$ for SV, equals $s$, while the matching traction, $\tau_z$ or $\tau_x$, equals $Z$ for either direction of travel.

## Why the fluxes balance

The mean flux along $z$ is $F=-\tfrac12\mathrm{Re}(\boldsymbol\sigma\cdot\mathbf v^*)$. With $\mathbf v=-i\omega\mathbf u$ and $\boldsymbol\sigma=i\omega\boldsymbol\tau$,

$$
F=\tfrac12\omega^2\mathrm{Re}(\boldsymbol\tau\cdot\mathbf u^*) .
$$

A single L or SV wave of amplitude $A$ has

$$
\boldsymbol\tau\cdot\mathbf u^*=sc^2|A|^2(2\mu p^2q+gq^*) .
$$

For real $q$ the bracket is $\rho q$, because $2\mu p^2+g=\rho$. For imaginary $q$ it is imaginary. Both cases are contained in $F=\tfrac12\omega^2s\rho c^2\mathrm{Re}(q)|A|^2$.

Waves in the same medium could also exchange flux through interference. For L with amplitude $A$ and sign $s$, and SV with $B$ and $s'$, the cross term is $\mathrm{Re}[AB^*(\boldsymbol\tau_L\cdot\mathbf u_T^*+\boldsymbol\tau_T^*\cdot\mathbf u_L)]$. Its bracket is

$$
c_Lc_T\left[(2\mu pss'q_Lq_T^*-gp)+(gp-2\mu pss'q_T^*q_L)\right]=0 ,
$$

for real and imaginary $q$ alike. For two waves of the same kind, $A$ with $s=+1$ and $B$ with $s=-1$, the corresponding bracket is

$$
c^2[(2\mu p^2q-gq^*)+(gq-2\mu p^2q^*)]
=\rho c^2(q-q^*)=2i\rho c^2\,\mathrm{Im}\,q . \tag{3}
$$

It vanishes for the propagating incident and reflected waves. The flux in medium 1 is therefore the incident minus the reflected flux, and that in medium 2 is the transmitted flux. Continuity of $\mathbf u$ and $\boldsymbol\tau$ makes them equal, which proves (1).

Equation (3) also marks a limit of the result. A growing and a decaying evanescent wave together carry $F=-\omega^2\rho c^2\kappa\,\mathrm{Im}(AB^*)$. Such a pair can exist in a thin layer between two solids, where energy may tunnel. The half-space contains no growing partner.

## Error analysis

Suppose computed amplitudes leave jumps $\delta\mathbf u=\mathbf u_1-\mathbf u_2$ and $\delta\boldsymbol\tau=\boldsymbol\tau_1-\boldsymbol\tau_2$. Adding and subtracting $\boldsymbol\tau_2\cdot\mathbf u_1^*$ gives

$$
F_1-F_2=\tfrac12\omega^2\mathrm{Re}(\delta\boldsymbol\tau\cdot\mathbf u_1^*+\boldsymbol\tau_2\cdot\delta\mathbf u^*) . \tag{4}
$$

The flux defect is linear in the residual of (2). It does not measure the amplitude error directly. To first order, relative perturbations $\epsilon$ of the matrix and right side can change the amplitude vector by up to about $2C\epsilon$ relative to its norm, where $C$ is the condition number. For the example below, with speeds in km/s and densities in g/cm³, the largest $C$ at 150 equally spaced SV angles from $0.37^\circ$ to $88.7^\circ$ was 1300. With $\epsilon\approx10^{-16}$ this permits relative amplitude errors near $3\times10^{-13}$. The largest flux defect, relative to the incident flux, was $3.6\times10^{-15}$.

Near a critical angle, the square root amplifies errors in $p$. Away from it, differentiating $q^2=1/c^2-p^2$ gives $\delta q\simeq-p\,\delta p/q$. At the critical point itself, $|q|\simeq\sqrt{2p|\delta p|}$. A relative error of $10^{-16}$ in $p$ thus gives $|q|\approx1.4\times10^{-8}p$. The fluxes can still balance to rounding error, since (1) holds on both sides of the critical angle.

Flux balance also fails to detect a wrong root. Replacing a decaying transmitted wave by a growing one introduces no opposed pair, so the proof of (1) still goes through. If all other $q$ are real, this replacement conjugates the matrix in (2), while the right side is real. All amplitudes are conjugated and all powers stay the same. If two roots are imaginary and one is reversed, the powers can change while their sum remains one. The root must therefore be fixed by decay, separately from the energy test.

## Iron on a stiff ceramic

Medium 1 has rough typical values for bcc iron: $\rho=7.9$ g/cm³, $c_L=5.9$ km/s and $c_T=3.2$ km/s. Medium 2 is a model of a stiff, light ceramic with $\rho=4.0$ g/cm³, $c_L=11.0$ km/s and $c_T=6.5$ km/s. For SV incidence from iron, $\sin\theta_c=3.2/c$ gives critical angles of $16.9^\circ$ for transmitted L, $29.5^\circ$ for transmitted SV and $32.8^\circ$ for reflected L.

At $25^\circ$, $p=\sin25^\circ/3.2=0.1321$ s/km. Transmitted L has $q=0.0958i$ s/km; the other three roots are real. Solving (2) gives

$$
\begin{aligned}
r_L&=-0.1689-0.2404i, & r_T&=-0.2269+0.4384i,\\
t_L&=0.3396-0.5638i, & t_T&=0.9494+0.4572i .
\end{aligned}
$$

The weights $\rho c^2\mathrm{Re}(q)$, divided by the incident one, are 1.2751, 1, 0 and 0.5821. Therefore

$$
1.2751(0.0863)+0.2436+0+0.5821(1.1105)
=0.110+0.244+0.646=1.000 .
$$

The transmitted SV amplitude exceeds one in modulus, but its flux does not. Using $|q|$ in place of $\mathrm{Re}\,q$ would add a false L flux of 0.877 and give 1.877.

The flux fractions in the four SV regimes are:

| Angle | refl. L | refl. SV | trans. L | trans. SV |
|---|---|---|---|---|
| 10° | 0.000 | 0.004 | 0.072 | 0.924 |
| 25° | 0.110 | 0.244 | 0 | 0.646 |
| 31° | 0.057 | 0.943 | 0 | 0 |
| 50° | 0 | 1.000 | 0 | 0 |

At $31^\circ$ both transmitted waves are evanescent, and the energy divides between the reflected waves. Reversing the transmitted L root alone changes the reflected fractions to 0.053 and 0.947, with the sum still one. At $50^\circ$ reflected L is evanescent too, so all the flux returns as SV. For L incidence at $50^\circ$, the reflected L and SV fractions are 0.602 and 0.118, and transmitted SV takes 0.280. At $75^\circ$ transmission has ended, and the reflected fractions are 0.928 and 0.072.

## From transmission to conductance

In atomic units $\hbar=1$; Boltzmann's constant $k_B$ is kept explicit. Let $\alpha_j(p)$ be the total transmitted flux fraction for incident polarization $j$, and $n$ the Bose occupation. Thermal waves of different polarization are taken as incoherent. At fixed parallel wave vector $\mathbf K$, $v_zdk_z=d\omega$. With $K=\omega p$, $d^2K=2\pi\omega^2p\,dp$, so the conductance per area is

$$
\begin{aligned}
G&=\sum_j\int\frac{d\omega}{2\pi}\,\omega\frac{\partial n}{\partial T}
\int\frac{d^2K}{(2\pi)^2}\alpha_j
=\frac{1}{4\pi^2}\int_0^\infty d\omega\,\omega^3\frac{\partial n}{\partial T}
\sum_j\int p\alpha_j\,dp\\
&=\frac{\pi^2k_B^4T^3}{15}\sum_j\int p\alpha_j\,dp .
\end{aligned}\tag{5}
$$

The last step sets $x=\omega/k_BT$ and uses $\int_0^\infty x^4e^x(e^x-1)^{-2}dx=4\int_0^\infty x^3(e^x-1)^{-1}dx=4\pi^4/15$. Restoring units divides (5) by $\hbar^3$. The temperatures are those of the phonons emitted towards the interface from each side; at equal temperatures the two flows must cancel, so either side may be used for the sum.

Heat also travels in the horizontally polarized shear wave (SH), with displacement along $y$. Continuity gives $1+r=t$ and $a_1(1-r)=a_2t$, where $a=\mu q_T$. Hence $t=2a_1/(a_1+a_2)$ and $\alpha=a_2t^2/a_1=4a_1a_2/(a_1+a_2)^2$ for real $a_2$. Transmission is zero when $a_2$ is imaginary.

All transmission ends at $p=1/c_{T2}$. The integral is split at $1/c_{L2}$, where a square root opens or closes. On each interval $[a,b]$, the substitution $p=a+(b-a)\sin^2(\pi t/2)$ makes square roots at the ends smooth in $t$, and 40 Gauss–Legendre points are used. The results are 0.01485 s²/km² for L and SV together and 0.01101 s²/km² for SH. At 4 K the factor before the sum is $1.305\times10^{12}$ W s⁻² K⁻¹, so

$$
G=1.305\times10^{12}\,(1.485+1.101)\times10^{-8}
\approx3.4\times10^4\ \mathrm{W/(m^2K)} .
$$

This equals $2.1\times10^5$ eV/(s nm² K). SH supplies 43% of it.

## What a real film changes

Consider a 200 nm iron film at 4 K. The integrand in (5) peaks at a phonon energy of 0.00132 eV. At that energy and $50^\circ$ SV incidence, the evanescent L amplitude in iron decays over $1/(\omega\kappa)\approx3$ nm, far less than the film thickness. This length diverges at the critical angle, so the comparison does not cover every angle. The half-space model also assumes that phonons reflected into the film do not return coherently.

The largest estimated change comes from the definition of temperature. Let the emitted temperatures differ by $\Delta T$, and let $\bar\alpha_1,\bar\alpha_2$ be the mean transmissions over a hemisphere, weighted by phonon energy density. In a grey estimate, half the phonons beside the interface are outgoing from it and carry a mixture of both temperatures. The local temperature on side $m$ is then shifted by $\bar\alpha_m\Delta T/2$ towards the other side. The local difference is $\Delta T[1-(\bar\alpha_1+\bar\alpha_2)/2]$. The means are 0.12 from iron and 0.80 from the ceramic. The conductance based on local temperatures is thus about 1.9 times larger, near $6\times10^4$ W/(m² K). Weighting by flux instead, which amounts to dividing the sum in (5) by $\sum_j1/(2c_j^2)$ for each medium, gives 0.23 and 0.93. It overstates the factor as 2.4, because it gives too little weight to phonons near grazing, which carry energy density but little normal flux.

If heat enters through the electrons, it must first reach the phonons. Magnons, which ferromagnetic iron also carries at 4 K, are left out of the estimates that follow. For a power density $\Sigma(T_e^5-T_p^5)$, linearization gives a conductance $5\Sigma T^4d$ for film thickness $d$. An assumed rough metallic value $\Sigma=2\times10^9$ W/(m³ K⁵) gives $5.1\times10^5$ W/(m² K). If all phonons in the film share one temperature, its series resistance is 7% of the interface resistance for emitted temperatures, or about 12% for local ones. The same $\Sigma$ gives phonons a relaxation path of roughly 0.2 to 0.4 µm, no shorter than the film is thick. The few phonons able to cross the interface are then partly depleted. For specular film surfaces without mode mixing, a rough estimate with one relaxation time for all phonons raises the 7% to about 18%. A relaxation rate proportional to frequency, which the $T^5$ law suggests, gives about 26%.

Crystal anisotropy, lattice dispersion and roughness can be gauged separately. With rough cubic constants $C_{11},C_{12},C_{44}=230,135,117$ GPa, a numerical mode calculation for a (001) iron surface lowers the L and SV integral by about 2% along both [100] and [110]. SH, which decouples along these two azimuths, falls by about 3% and 4.5%. Other azimuths couple SH to L and SV; with all three polarizations averaged over azimuth, $G$ falls by about 2.6%. A nearest-neighbour chain with plane spacing $d_0=0.1435$ nm lowers the phase speed by $(kd_0)^2/24=0.03\%$, with $k=\omega/c_{T1}$. For Gaussian roughness of rms height $h=0.2$ nm, the phase spread at normal incidence is $2kh=0.25$ rad. The specular reflected intensity falls by about $(2kh)^2=6\%$; this is not a 6% change in $G$. Since $k\propto T$, this measure reaches one near 16 K for the same roughness, and the smooth-interface model is then unjustified.
